# The WKB exponential and the missing prefactor of an abrupt barrier

Take an electron whose energy is half the height of an abrupt step. Measured from the floor of the potential, its kinetic energy outside equals the energy it lacks inside. With the same mass on both sides, the wave number $k$ outside then equals the decay constant $\kappa$ inside. Let the step be at $x=0$, with incident wave $e^{ikx}$, reflected wave $re^{-ikx}$ and decaying wave $te^{-kx}$ inside. Continuity of the wave function and of its slope gives

$$1+r=t,\qquad i(1-r)=-t .$$

Substituting $r=t-1$ into the second equation gives $i(2-t)=-t$, so $t=2i/(i-1)$ and $|t|^2=4/2=2$. The squared amplitude just inside the step is twice that of the incident wave.

Now let the decaying wave reach the far wall of a thick barrier. Put that wall at $y=0$, with $e^{-ky}+\rho e^{ky}$ before it and $\tau e^{iky}$ after it. Continuity requires $1+\rho=\tau$ and $-(1-\rho)=i\tau$. Hence $-(2-\tau)=i\tau$, so $\tau=2/(1-i)$ and $|\tau|^2=2$ again. Between the walls, a distance $d$ apart, the squared amplitude fell by $e^{-2\kappa d}$. The transmission probability of the thick barrier is therefore

$$T\simeq 2\times e^{-2\kappa d}\times 2=4e^{-2\kappa d}.$$

The factor four does not shrink as the barrier thickens.

## The belief and its appeal

The belief is that $e^{-2\kappa d}$ is the thick-barrier transmission, and that any discrepancy disappears as $d$ grows. There are good reasons to find it plausible. The Wentzel–Kramers–Brillouin (WKB) method gives

$$T_{\rm WKB}=e^{-2S},\qquad S=\int_a^b\kappa(x)\,dx,$$

where $a$ and $b$ are the classical turning points, and it is meant for opaque barriers. Inside a rectangular barrier $\kappa$ is constant, so $e^{\pm\kappa x}$ solves the Schrödinger equation without approximation. The exponent is also right in the sense that

$$-\frac{\ln T}{2\kappa d}\to1\qquad(d\to\infty).$$

But this is a statement about logarithms. If $T=g\,e^{-2\kappa d}$ with $g$ fixed, then $\ln g$ becomes negligible beside $2\kappa d$, while $T/e^{-2\kappa d}$ remains $g$. A vanishing relative error in the exponent does not imply a vanishing relative error in the transmission.

## The transmission at any energy

Let the barrier have height $V_0$ and width $d$, with the same potential floor on both sides and the same effective mass $m$ everywhere. Energies are measured from that floor, and $0<E<V_0$. Define

$$k=\frac{\sqrt{2mE}}{\hbar},\qquad \kappa=\frac{\sqrt{2m(V_0-E)}}{\hbar},\qquad q=e^{-2\kappa d}.$$

At the entry wall, $1+r=t_{\rm in}$ and $ik(1-r)=-\kappa t_{\rm in}$. Eliminating $r$ gives $ik(2-t_{\rm in})=-\kappa t_{\rm in}$, or

$$t_{\rm in}=\frac{2ik}{ik-\kappa}=\frac{2k}{k+i\kappa}.$$

At the exit wall, $1+\rho=t_{\rm out}$ and $-\kappa(1-\rho)=ik\,t_{\rm out}$. Eliminating $\rho$ gives $-\kappa(2-t_{\rm out})=ik\,t_{\rm out}$, so

$$t_{\rm out}=\frac{2\kappa}{\kappa-ik},\qquad \rho=t_{\rm out}-1=\frac{\kappa+ik}{\kappa-ik}.$$

The wave returned by the exit wall decays on its way back, meets the entry wall from inside, and is returned with the same $\rho$ by mirror symmetry. Each round trip multiplies the amplitude by $\rho^2e^{-2\kappa d}=\rho^2q$. Since $|\rho|=1$ and $q<1$, the sum over round trips is a convergent geometric series. Up to a phase set by the choice of origin,

$$t=\frac{t_{\rm in}t_{\rm out}e^{-\kappa d}}{1-\rho^2q}.$$

The wave number is the same on both sides, so the ratio of transmitted to incident flux is $T=|t|^2$. The numerator contributes $gq$, with

$$g=|t_{\rm in}|^2|t_{\rm out}|^2
=\frac{4k^2}{k^2+\kappa^2}\,\frac{4\kappa^2}{k^2+\kappa^2}
=\frac{16k^2\kappa^2}{(k^2+\kappa^2)^2}.$$

For the denominator, write $\rho=e^{2i\varphi}$ with $\tan\varphi=k/\kappa$. Then $\sin2\varphi=2k\kappa/(k^2+\kappa^2)$, whose square is $g/4$. Hence

$$\operatorname{Re}\rho^2=\cos4\varphi=1-2\sin^2 2\varphi=1-\frac g2 ,$$

$$|1-\rho^2q|^2=1-2q\operatorname{Re}\rho^2+q^2=1+(g-2)q+q^2 .$$

The transmission is

$$T=\frac{gq}{1+(g-2)q+q^2}.$$

To recover the hyperbolic form, invert it:

$$\frac1T=\frac{q^{-1}-2+q+g}{g}
=1+\frac{(q^{-1/2}-q^{1/2})^2}{g}
=1+\frac4g\sinh^2(\kappa d).$$

Finally, $k^2$ is proportional to $E$, $\kappa^2$ to $V_0-E$, and their sum to $V_0$, with the same constant $2m/\hbar^2$. With $x=E/V_0$,

$$g=16x(1-x).$$

At fixed $x$ between 0 and 1, $q\to0$ as $d$ grows, and $T/q\to16x(1-x)$. The first correction to $T\simeq gq$ has relative size $(2-g)q$, so it is exponentially small.

## Where the bare exponential is low, right and high

Writing $g=4-16(x-\tfrac12)^2$ shows that the maximum is four, at half height. There $1/T=1+\sinh^2(\kappa d)$, so $T=1/\cosh^2(\kappa d)$ at every thickness.

The prefactor equals one when $(x-\tfrac12)^2=3/16$, or $x=(1\pm\sqrt3/2)/2$, which is 0.067 and 0.933. Between these values the bare exponential underestimates a thick barrier's transmission. Outside them it overestimates.

Near $E=0$ the prefactor vanishes in proportion to $E$: the reflected wave nearly cancels the incident wave at the entry wall, so little amplitude enters the barrier. Indeed $|t_{\rm in}|^2=4k^2/(k^2+\kappa^2)=4E/V_0$, a factor that the bare exponential ignores. Near $E=V_0$ the prefactor also vanishes, but $\kappa$ vanishes too, and a barrier of given width is then no longer thick. Using $\sinh(\kappa d)\simeq\kappa d$ and $4/g=V_0^2/[4E(V_0-E)]$,

$$\frac1T\to1+\frac{V_0}{4}\,\frac{\kappa^2d^2}{V_0-E}
=1+\frac{2mV_0}{\hbar^2}\frac{d^2}{4}
=1+\frac{k^2d^2}{4}.$$

Here the bare exponential would give one and the thick-barrier formula would give zero. The thick limit must be taken at fixed $E$ below the top.

## A factor above one is not a probability

An interface factor of two may look like a violation of flux conservation. It compares squared amplitudes, however, and a single decaying wave carries no flux: flux is proportional to $\operatorname{Im}(\psi^*\psi')$, which is zero for a real exponential times a constant.

Flux inside the barrier needs both exponentials. For $\psi=e^{-\kappa y}+\rho e^{\kappa y}$ the cross terms give

$$\operatorname{Im}(\psi^*\psi')=\kappa\operatorname{Im}\rho-\kappa\operatorname{Im}\rho^*
=2\kappa\operatorname{Im}\rho=\frac{4k\kappa^2}{k^2+\kappa^2}.$$

This equals $k|t_{\rm out}|^2$, the flux quantity of the outgoing wave, so the books balance. The transmission itself stays below one, since $1/T=1+(4/g)\sinh^2(\kappa d)>1$.

## Why a smooth barrier has prefactor one

The WKB result is a leading-order result for a different kind of edge. Suppose that the potential is nearly linear around each turning point, over a region wide enough to reach the WKB waves on both sides. There the solutions are the Airy functions $\mathrm{Ai}$ and $\mathrm{Bi}$. Let $\zeta$ be the integral of $k$ or $\kappa$ from the turning point. Apart from a common factor that becomes $k^{-1/2}$ or $\kappa^{-1/2}$, their asymptotic forms are

$$\mathrm{Ai}:\ \sin(\zeta+\tfrac{\pi}{4})\ \leftrightarrow\ \tfrac12e^{-\zeta},\qquad
\mathrm{Bi}:\ \cos(\zeta+\tfrac{\pi}{4})\ \leftrightarrow\ e^{\zeta},$$

with the allowed side on the left of each arrow and the forbidden side on the right.

At the exit, the outgoing wave $e^{i(\zeta+\pi/4)}$ is $\mathrm{Bi}+i\,\mathrm{Ai}$. Going back into the barrier it is dominated by $e^{\zeta}$, with coefficient one. At the entry turning point this has grown to $e^S$. Seen from there, the wave is $e^Se^{-\zeta}$, which is $2e^S\mathrm{Ai}$. On the allowed side it becomes

$$2e^S\sin(\zeta+\tfrac{\pi}{4})=-ie^S\left[e^{i(\zeta+\pi/4)}-e^{-i(\zeta+\pi/4)}\right].$$

The incident part has magnitude $e^S$ when the outgoing part has magnitude one. The factors $k^{-1/2}$ make equal coefficients carry equal flux, so $T\simeq e^{-2S}$. An abrupt wall has no linear region of this kind. The exponent survives, but the connection between the waves is different.

This explanation can be tested by rounding the walls. Take $E=V_0/2=2$ eV, $m=0.2$ electron masses and

$$V(x)=\frac{V_0}{2}\left[\tanh\frac{x}{w}-\tanh\frac{x-D}{w}\right],\qquad D=10\ \text{nm}.$$

Direct integration of the Schrödinger equation, divided by the WKB exponential of the same rounded profile, gives 3.95 for $w=0.002$ nm, 2.39 for 0.1 nm, 1.24 for 0.5 nm and 1.05 for 2 nm. The natural length is $1/k=1/\kappa=0.31$ nm. The ratio leaves four at first order in $w$: an edge ten times sharper than this length, $w=0.03$ nm, already gives 3.4. For such narrow edges it is the WKB exponential of the rounded profile that grows, not $T$ that falls; relative to the nominal $e^{-2\kappa D}$, $T$ is still 4.01 at 0.03 nm and 4.23 at 0.1 nm. Edges much softer than 0.31 nm bring the ratio to the profile's own exponential close to one.

## A hafnia tunnel junction

Consider a 3 nm hafnia-based ferroelectric film between metallic electrodes. Rough typical parameters are a barrier 2 eV above the Fermi level and a tunnelling mass of 0.2 electron masses. Let the electrodes have the same mass and a band floor 2 eV below the Fermi level. The barrier height and the band floor together put the Fermi energy, $E_F=2$ eV, at half of $V_0=4$ eV. The relevant half height is thus counted from the band floor, not from the Fermi level.

At the Fermi energy $\kappa=3.240\ \text{nm}^{-1}$, so $2\kappa d=2(3.240)(3)=19.44$. The bare exponential is $3.60\times10^{-9}$; direct integration gives $T=1.44\times10^{-8}$, four times as much. At other energies, with the film unchanged:

| $E$ (eV) | $T$ | $e^{-2\kappa d}$ | ratio |
|---|---|---|---|
| 0.1 | $6.32\times10^{-13}$ | $1.62\times10^{-12}$ | 0.390 |
| 1.0 | $1.37\times10^{-10}$ | $4.56\times10^{-11}$ | 3.000 |
| 2.0 | $1.44\times10^{-8}$ | $3.60\times10^{-9}$ | 4.000 |
| 3.0 | $3.21\times10^{-6}$ | $1.07\times10^{-6}$ | 3.000 |
| 3.9 | $5.15\times10^{-3}$ | $1.29\times10^{-2}$ | 0.398 |

The last ratio differs from $g=0.390$ because the film is less opaque there: $(2-g)q=1.61\times0.0129=0.021$, the relative excess expected. At the barrier top $T=0.0207$, in agreement with the separate limit found above.

If $T$ at the Fermi energy were used to infer thickness through the bare exponential, with $\kappa$ known, the answer would be too small by

$$\frac{\ln g}{2\kappa}=\frac{\ln4}{6.480\ \text{nm}^{-1}}=0.214\ \text{nm}.$$

A thickness series at this energy avoids the error, because a constant $g$ cancels in differences of $\ln T$. Films of 3 and 4 nm give a slope of $6.480\ \text{nm}^{-1}$, equal to $2\kappa$.

## From one energy to leakage

A current collects many directions of motion. For flat, uniform walls and equal isotropic masses, the momentum parallel to the film is conserved, and $T$ depends on the normal energy $E=E_F-\hbar^2k_\parallel^2/2m$. The number of transverse modes per area in an interval of normal energy is

$$\frac{2\pi k_\parallel dk_\parallel}{(2\pi)^2}=\frac{d(k_\parallel^2)}{4\pi}=\frac{m}{2\pi\hbar^2}\,dE ,$$

where $dE$ denotes the positive width of the interval. Each mode contributes $2e^2T/h$ to the conductance at low bias and zero temperature, the two counting spin. Thus

$$\frac GA=\frac{2e^2}{h}\,\frac{m}{2\pi\hbar^2}\int_0^{E_F}T(E)\,dE .$$

The result is 9.82 S/cm$^2$, against 2.52 S/cm$^2$ with the bare exponential. The averaged prefactor is 3.89.

It lies near four because tunnelling favours electrons whose normal energy is close to $E_F$, which here is half the barrier height. Let $\delta=E_F-E$. The exponent $2\kappa d$ rises with $\delta$ at the initial rate $\kappa d/(V_0-E_F)=9.72/2=4.86$ per eV, so the contributing window is about $1/4.86=0.21$ eV wide. In this example $g=4-\delta^2$, with $\delta$ in eV. For an exponential weight the mean of $\delta^2$ is twice the squared width, giving $4-2(0.206)^2=3.92$. The exponent actually rises more slowly than linearly, which widens the window and lowers the average further.

The window narrows as $1/d$, so for thick films $G/A$ varies approximately as $e^{-2\kappa d}/d$. The logarithmic slope of conductance is then $2\kappa+1/d$, not $2\kappa$; at 3 nm the extra term is about 5% of $2\kappa$.

## What real electrodes and films change

Equal mass is a poor description of many metals, whose electrons have masses nearer one electron mass. At a mass discontinuity $\psi'/m$ is continuous, so $k$ and $\kappa$ in the matching equations become $k/m_{\rm el}$ and $\kappa/m_{\rm ox}$. With $r_m=(\kappa/m_{\rm ox})/(k/m_{\rm el})$, at normal incidence,

$$g=\frac{16r_m^2}{(1+r_m^2)^2},\qquad r_m^2=\frac{m_{\rm el}(V_0-E)}{m_{\rm ox}E}.$$

The maximum is still four, at $r_m=1$, but this now means $E/V_0=m_{\rm el}/(m_{\rm el}+m_{\rm ox})$. Keep the barrier 2 eV above the Fermi level and set $m_{\rm el}=1$, $m_{\rm ox}=0.2$. A band depth of 2 eV gives $r_m^2=5$ and $g=2.22$; depths of 7 and 10 eV give 3.88 and 4.00. A factor near four can therefore occur well away from half height.

Image forces lower and round the barrier. At mid-film the image charges lie at distances $d,2d,3d,\ldots$ on both sides with alternating sign. Including the factor one half for induced charge, the energy shift is $-e^2\ln2/(4\pi\epsilon_0\epsilon d)=-0.074$ eV for a rough fast permittivity $\epsilon=4.5$. The shift is larger near the electrodes. With the full profile, cut off at the band floor, $T$ rises by a factor 4.2. Its ratio to its own WKB exponential is 3.4. Both numbers depend on where the divergent image potential is cut off: 3.5 and 2.9 with the cut at the Fermi level, 5.0 and 4.1 with it 5 eV below the band floor. Over this range the rounding does not remove the prefactor.

Other changes, each made alone to the equal-mass junction, have these effects:

- An applied field of 1 MV/cm, or 0.30 V, multiplies $T$ by 2.1 at the emitter's Fermi level and by 0.49 at the collector's; averaged over the bias window at normal incidence, the factor is 1.1. The field is a quarter of a rough breakdown field of 4 MV/cm.
- A residual depolarization field of 1 MV/cm that leaves the mean barrier unchanged raises $T$ by 0.3%.
- Thermal broadening at 300 K raises the transmission averaged around the Fermi energy by 2.7%. The Boltzmann factor for the barrier top is $2.5\times10^{-34}$, negligible beside $T$.
- A mass of 0.15 instead of 0.2 multiplies $T$ by 13.5, and a film thinner by 0.1 nm multiplies it by 1.9.

Dispersion in the oxide gap can matter more. In a symmetric two-band model, energy $\varepsilon$ from midgap obeys $\varepsilon^2=(\Gamma/2)^2+P^2k^2$, where $\Gamma$ is the gap and $P$ the band coupling. At depth $\Phi$ below the conduction edge, $\varepsilon=\Gamma/2-\Phi$ and $k=i\kappa$, so $P^2\kappa^2=\Phi(\Gamma-\Phi)$. Requiring the usual mass near the edge sets $P^2=\Gamma\hbar^2/2m$, and

$$\kappa^2=\frac{2m\Phi}{\hbar^2}\left(1-\frac{\Phi}{\Gamma}\right).$$

For $\Phi=2$ eV and a rough gap of 5.7 eV, $\kappa$ falls to $2.61\ \text{nm}^{-1}$ and the exponential grows by a factor of 44. If the mass was fitted with the parabolic formula, part of this change is already in the fit and must not be counted twice.

Beside a real hafnia film, then, the model's thickness, barrier and oxide mass are plausible, its electrode mass is far from that of many metals, and its perfect insulator is a doubtful assumption. Defects can carry leakage in steps. A hop over half of this film has an exponential larger by $e^{\kappa d}=1.7\times10^4$; the resulting current also depends on trap density and capture rates, which are not estimated here. In a 10 nm memory capacitor the direct exponent at these parameters would be about 65, so where defects carry the low-field leakage, the prefactor of direct tunnelling has little bearing on it. The conductances above are properties of the model, not predictions for a device.

The factor four is still worth keeping where direct tunnelling through sharp walls is the chosen model. If it is omitted, a fit at one thickness must absorb it into the barrier height, mass or thickness.

## Numbers as computed

```
Barrier height above band floor: 4.0 eV; Fermi energy: 2.0 eV
Film thickness: 3.0 nm; mass everywhere: 0.20 m_e
kappa at Fermi energy: 3.2402 1/nm
Exponent 2 kappa d: 19.441
E=0.1 eV: T=6.3221e-13, bare=1.6210e-12, ratio=0.3900, g=0.3900
E=1.0 eV: T=1.3691e-10, bare=4.5636e-11, ratio=3.0000, g=3.0000
E=2.0 eV: T=1.4418e-08, bare=3.6046e-09, ratio=4.0000, g=4.0000
E=3.0 eV: T=3.2131e-06, bare=1.0710e-06, ratio=3.0000, g=3.0000
E=3.9 eV: T=5.1546e-03, bare=1.2944e-02, ratio=0.3982, g=0.3900
Numerical maximum of ratio: 4.0000 at E/V0=0.5000
Ratio equals one at E = 0.2679 eV and 3.7323 eV
T at the barrier top, E=V0: 0.02073
Interface factors at Fermi energy: 2.0000 (entry), 2.0000 (exit)
Smoothed 10 nm barrier, edge length 0.002 nm: T/WKB=3.9548
Smoothed 10 nm barrier, edge length 0.100 nm: T/WKB=2.3948
Smoothed 10 nm barrier, edge length 0.500 nm: T/WKB=1.2411
Smoothed 10 nm barrier, edge length 2.000 nm: T/WKB=1.0531
Slope of -ln T from 3 and 4 nm films: 6.4804 1/nm
Thickness error from bare exponential: 0.2139 nm
Low-bias conductance, exact T: 9.823 S/cm2
Low-bias conductance, bare exponential: 2.523 S/cm2
Energy-averaged prefactor of conductance: 3.8936
Electrode mass 1.0 m_e, band depth 2 eV: prefactor=2.2222
Electrode mass 1.0 m_e, band depth 7 eV: prefactor=3.8754
Electrode mass 1.0 m_e, band depth 10 eV: prefactor=4.0000
Fast relative permittivity (rough): 4.5
Image lowering at mid-film: 0.0739 eV
Image forces: T changes by factor 4.165; T/own WKB=3.408
Applied field: 1.0 MV/cm, bias 0.30 V; rough breakdown field 4.0 MV/cm
Applied bias: T changes by factor 2.091; T/own WKB=3.957
Depolarization tilt of 1.0 MV/cm: T factor 1.0033
Broadening at 300 K: T factor 1.0273
Boltzmann factor for the barrier top: 2.52e-34
Mass 0.15 m_e instead of 0.20: T factor 13.53
Film thinner by 0.1 nm: T factor 1.912
Two-band oxide, gap 5.7 eV (rough): kappa=2.6105 1/nm, exponential factor 43.7
Hop over half the film: exponential gain 1.666e+04
```
